# Basis-set error of plane-wave MP2 in the finite electron gas

**The system.** $N$ electrons move in a cube of side $L$ and volume $\Omega=L^3$ with periodic boundaries and a uniform neutralizing background. The spatial orbitals are plane waves $\Omega^{-1/2}e^{\mathrm i\mathbf k\cdot\mathbf r}$ with $\mathbf k=2\pi\mathbf n/L$ and integer $\mathbf n$. The $N/2$ lowest are doubly occupied and form complete shells, so the occupied set has cubic symmetry. Occupied wave vectors are called $\mathbf i,\mathbf j$, virtual ones $\mathbf a,\mathbf b$. The basis consists of the $M$ spatial plane waves with $|\mathbf k|\le k_c$.

The density is uniform and the exchange operator is translation invariant, so the plane waves are Hartree-Fock orbitals. A larger basis does not change them, and the energy of this plane-wave Hartree-Fock solution, which is the reference used throughout, has no basis error. The question is how the second-order Møller-Plesset energy $E_2(M)$ approaches its limit when $M$ grows at fixed $N$.

In atomic units let $v(q)=4\pi/q^2$ for $q>0$ and $v(0)=0$. The background cancels the Hartree term, and the orbital energies are
$$e_{\mathbf k}=\tfrac12k^2-X_{\mathbf k},\qquad X_{\mathbf k}=\frac1\Omega\sum_{\mathbf l\ \rm occ}v(|\mathbf k-\mathbf l|).$$
Over spin orbitals $I,J$ (occupied) and $A,B$ (virtual), the energy is
$$E_2=\frac14\sum_{IJAB}\frac{|\langle IJ|AB\rangle-\langle IJ|BA\rangle|^2}{e_I+e_J-e_A-e_B}.$$

## (a) Separate $E_2$ into opposite-spin and same-spin parts, written as sums over a momentum transfer.

**Solution.** The Coulomb interaction depends on the distance alone. The two-electron integral therefore vanishes unless total momentum is conserved, and otherwise equals the Fourier transform of $1/r$ divided by $\Omega$:
$$\langle\mathbf i\mathbf j|\mathbf a\mathbf b\rangle=\frac{v(|\mathbf a-\mathbf i|)}{\Omega}\,\delta_{\mathbf i+\mathbf j,\,\mathbf a+\mathbf b}.$$
Put $\mathbf a=\mathbf i+\mathbf q$ and $\mathbf b=\mathbf j-\mathbf q$. The direct integral is $v(q)/\Omega$. In the exchange integral the transfer is $\mathbf b-\mathbf i=-(\mathbf q+\mathbf d)$ with $\mathbf d=\mathbf i-\mathbf j$, so it equals $v(|\mathbf q+\mathbf d|)/\Omega$.

For opposite spins, only one of the two integrals survives the spin sum. There are two spin assignments for $(I,J)$ and two for $(A,B)$, and these four cancel the factor $\frac14$. For equal spins both integrals survive, and the two spin directions turn $\frac14$ into $\frac12$. With $D=e_{\mathbf i}+e_{\mathbf j}-e_{\mathbf a}-e_{\mathbf b}$,
$$E_{\rm os}=\sum_{\mathbf i\mathbf j\mathbf q}\frac{v(q)^2}{\Omega^2D},\qquad
E_{\rm ss}=\frac12\sum_{\mathbf i\mathbf j\mathbf q}\frac{[v(q)-v(|\mathbf q+\mathbf d|)]^2}{\Omega^2D}.$$
The sums run over all ordered pairs of occupied wave vectors, $(N/2)^2$ in number, and over all $\mathbf q$ for which $\mathbf a$ and $\mathbf b$ are virtual orbitals of the basis.

## (b) How do the amplitudes and the energy per transfer behave at large $q$?

**Solution.** The kinetic part of the denominator is
$$\tfrac12\left[i^2+j^2-|\mathbf i+\mathbf q|^2-|\mathbf j-\mathbf q|^2\right]=-q^2-\mathbf q\cdot\mathbf d.$$
The exchange part, $-X_{\mathbf i}-X_{\mathbf j}+X_{\mathbf a}+X_{\mathbf b}$, stays bounded, because $X_{\mathbf a}$ and $X_{\mathbf b}$ fall as $q^{-2}$. Hence
$$D=-q^2\left[1+\frac{\hat{\mathbf q}\cdot\mathbf d}{q}+O(q^{-2})\right].$$

The opposite-spin amplitude is the integral divided by $D$:
$$t=\frac{v(q)}{\Omega D}=-\frac{4\pi}{\Omega q^4}\left[1-\frac{\hat{\mathbf q}\cdot\mathbf d}{q}+O(q^{-2})\right].$$
Two powers of $q$ come from the Coulomb integral and two from the kinetic energy of the excited pair. The energy contribution is amplitude times integral, which adds two more powers. On summing over pairs, the linear term drops out because $\sum_{\mathbf i\mathbf j}(\mathbf i-\mathbf j)=0$. The remaining factor is $(N/2)^2(4\pi)^2=4\pi^2N^2$, so the opposite-spin energy per transfer is
$$\varepsilon_{\rm os}(q)=-\frac{4\pi^2N^2}{\Omega^2q^6}\left[1+O(q^{-2})\right].$$

For equal spins the two integrals cancel to leading order:
$$v(q)-v(|\mathbf q+\mathbf d|)=\frac{4\pi}{q^2}\left[1-\left(1-\frac{2\hat{\mathbf q}\cdot\mathbf d}{q}+\dots\right)\right]\simeq\frac{8\pi\,\hat{\mathbf q}\cdot\mathbf d}{q^3}.$$
The antisymmetrized amplitude thus falls as $q^{-5}$. Squaring the difference, multiplying by $\frac12$ and dividing by $-q^2$ gives $-32\pi^2(\hat{\mathbf q}\cdot\mathbf d)^2/(\Omega^2q^8)$ per pair. Cubic symmetry gives $\sum(\hat{\mathbf q}\cdot\mathbf d)^2=\frac13\sum d^2$, and therefore
$$\varepsilon_{\rm ss}(q)\simeq-\frac{32\pi^2}{3\,\Omega^2q^8}\sum_{\mathbf i\mathbf j}d^2 .$$
The slowest decay belongs to opposite-spin pairs, for which no exchange integral cancels the direct one.

## (c) Find the leading basis error as a function of $N$ and $M$.

**Solution.** A configuration is missing from the basis if $|\mathbf a|>k_c$ or $|\mathbf b|>k_c$. Let $k_o$ be the largest occupied wave number. Both $|\mathbf a|$ and $|\mathbf b|$ differ from $q$ by at most $k_o$. Every transfer with $q>k_c+k_o$ is therefore missing, and none with $q<k_c-k_o$ is. Replacing the missing set by $q>k_c$ costs a relative error of order $k_o/k_c$, which vanishes in the limit.

One allowed vector occupies the volume $8\pi^3/\Omega$ in $k$ space. To leading order the sum becomes an integral:
$$\sum_{q>k_c}\frac1{q^6}\simeq\frac{\Omega}{8\pi^3}\int_{k_c}^\infty\frac{4\pi q^2\,dq}{q^6}=\frac{\Omega}{2\pi^2}\,\frac1{3k_c^3}=\frac{\Omega}{6\pi^2k_c^3}.$$
The missing energy is
$$-\frac{4\pi^2N^2}{\Omega^2}\,\frac{\Omega}{6\pi^2k_c^3}=-\frac{2N^2}{3\,\Omega k_c^3}.$$
The same density of vectors gives the size of the basis,
$$M=\frac{\Omega}{8\pi^3}\,\frac{4\pi k_c^3}{3}=\frac{\Omega k_c^3}{6\pi^2}.$$
From here on, $k_c$ is defined by $M$ through this relation. With $\Omega k_c^3=6\pi^2M$ the volume drops out:
$$E_2(M)-E_2(\infty)\simeq\frac{N^2}{9\pi^2M}\ \text{hartree}.$$
The sign is positive because the terms left out by the finite basis have $D\simeq-q^2<0$ and cannot be positive. If the basis is counted in spin orbitals, $M_s=2M$, the prefactor becomes $2N^2/(9\pi^2)$. Per electron the error is $N/(9\pi^2M)$, so to leading order it depends only on the number of basis functions per electron.

The factor $N^2/4$ is the number of opposite-spin pairs. For closed shells with unequal spin populations it becomes $N_\uparrow N_\downarrow$, and in a fully polarized gas the $1/M$ term is absent.

## (d) The cutoff acts on $\mathbf a$ and $\mathbf b$, not on $\mathbf q$. What is the next term of the error?

**Solution.** For a fixed pair, let $\mathbf P=\mathbf i+\mathbf j$, so that $\mathbf b=\mathbf P-\mathbf a$. The missing configurations form two disjoint groups: all $\mathbf a$ outside the cutoff sphere, and those $\mathbf a$ inside it whose partner $\mathbf b$ lies outside.

In the first group, expand the summand in powers of $1/a$ with $\mathbf q=\mathbf a-\mathbf i$. It is $-(16\pi^2/\Omega^2)a^{-6}$ times one plus a term odd in $\mathbf a$ of relative order $1/a$, plus terms of relative order $a^{-2}$. The odd term cancels between $\mathbf a$ and $-\mathbf a$. This group gives, per pair,
$$-\frac{16\pi^2}{\Omega^2}\,\frac{\Omega}{6\pi^2k_c^3}=-\frac{8}{3\,\Omega k_c^3},$$
without a correction of relative order $1/k_c$, provided that the lattice sum is close enough to the integral.

To see that it is, measure wave vectors in units of $2\pi/L$ and let $K$ be the sphere radius. Smear the sphere with a smooth bump of width $\delta$. Spheres of radius $K\pm\delta$, smeared in this way, bound the sharp count from both sides, at a cost in volume of order $K^2\delta$. By Poisson summation a smeared count is the volume plus a sum over nonzero reciprocal vectors $G$. The Fourier transform of the ball is bounded by a constant times $K/G^2$, and the bump cuts the sum off at $G\sim1/\delta$. This leaves a term of order $K\int^{1/\delta}dG=K/\delta$. With $\delta=K^{-1/2}$, the count differs from the volume by at most order $K^{3/2}$, which is $K^{-3/2}$ relative to the volume. Partial summation carries the same relative bound over to the sum of $a^{-6}$. Both errors vanish faster than $1/K$.

The second group fills a lune between the sphere and a copy of it displaced by $\mathbf P$. The lune is about as thin as the lattice spacing, so its points must be counted with care. Take $\mathbf P\ne0$ and write $\mathbf P=g\mathbf p$, where $\mathbf p$ is the shortest lattice vector along $\mathbf P$. Lattice points on a line parallel to $\mathbf P$ are spaced by $|\mathbf p|$. On each such line that crosses the sphere over a sufficient length, exactly $g$ points lie inside while their translates by $-\mathbf P$ lie outside. In lattice units the density of points is one, so $|\mathbf p|$ lines pass through each unit of perpendicular area. The count is $\pi K^2|\mathbf p|g=\pi K^2|\mathbf P|$ to leading order, equal to the volume of the lune. In ordinary units it is $(\Omega/8\pi^3)\,\pi k_c^2|\mathbf P|$.

All these points lie near the boundary, where the summand is $-16\pi^2/(\Omega^2k_c^6)$. The lune therefore contributes
$$-\frac{16\pi^2}{\Omega^2k_c^6}\,\frac{\Omega}{8\pi^3}\,\pi k_c^2|\mathbf P|=-\frac{2|\mathbf P|}{\Omega k_c^4}.$$
Relative to the first group this is $2|\mathbf P|/k_c$ divided by $8/3$, or $\frac34|\mathbf P|/k_c$. Averaging over all ordered pairs gives
$$E_2(M)-E_2(\infty)=\frac{N^2}{9\pi^2M}\left[1+\frac34\,\frac{\langle|\mathbf i+\mathbf j|\rangle}{k_c}+\dots\right],$$
where the dots vanish faster than $1/k_c$. Since $k_c\propto M^{1/3}$, the correction is an $M^{-4/3}$ term. Physically, a pair with nonzero total momentum cannot place both electrons symmetrically about the centre of the sphere, and one of them leaves the basis early. If one truncated $q$ itself at $k_c$, there would be no lune and no such term.

For a large occupied sphere of radius $k_F$ the average can be found in closed form. Let the two lengths be $x\ge y$ in units of $k_F$, and $u$ the cosine of the angle between the vectors. The angular average is
$$\frac12\int_{-1}^1\!\sqrt{x^2+y^2+2xyu}\;du=\frac{(x+y)^3-(x-y)^3}{6xy}=x+\frac{y^2}{3x}.$$
The lengths have densities $3x^2$ and $3y^2$, and a factor 2 covers the case $y>x$:
$$\frac{\langle|\mathbf i+\mathbf j|\rangle}{k_F}=2\int_0^1\!3x^2dx\int_0^x\!3y^2\Big(x+\frac{y^2}{3x}\Big)dy=6\int_0^1\!x^2\,\frac{6x^4}{5}\,dx=\frac{36}{35}.$$
Because $N/2=\Omega k_F^3/(6\pi^2)$, the ratio $k_F/k_c$ equals $(N/2M)^{1/3}$, and the bracket becomes $1+\frac{27}{35}(N/2M)^{1/3}$. The cube root makes the correction fade slowly. When $M$ is not much larger than $N/2$, the ratio $k_F/k_c$ is not small and the omitted terms cannot be neglected; for $N=14$ the two-term law is still 10% low at $M=515$, as the table in (f) shows.

## (e) What do same-spin pairs and the density contribute?

**Solution.** The same-spin tail needs the sum of $q^{-8}$, which is $\Omega/(2\pi^2)\cdot1/(5k_c^5)$. With the result of (b), the missing energy is
$$-\frac{32\pi^2}{3\,\Omega^2}\,\frac{\Omega}{10\pi^2k_c^5}\sum_{\mathbf i\mathbf j}d^2=-\frac{16}{15\,\Omega k_c^5}\sum_{\mathbf i\mathbf j}d^2 .$$
It falls as $M^{-5/3}$, one further power of $M^{-1/3}$ below the boundary term.

For the density, suppose first that the gaps are purely kinetic. At fixed $N$ and $M$ all wave vectors scale as $1/L$. The squared integrals scale as $(L^2/L^3)^2=L^{-2}$, and so does $D$. Then $E_2(M)$ does not depend on density at any $M$. Exchange energies scale as $1/L$ and break this rule, but they change $D$ only by a relative amount of order $q^{-2}$. They affect $E_2(\infty)$, not the two terms found in (d). The same holds for any constant shift of the occupied levels, such as another convention for $v(0)$.

## (f) Evaluate the law for $N=14$ and density radius $r_s=1$ Å, and compare it with the full sums.

**Solution.** The volume per electron is $4\pi r_s^3/3$, so $L=r_s(4\pi N/3)^{1/3}=3.885$ Å. The seven occupied vectors are $\mathbf n=0$ and the six unit vectors along the axes. Among the 49 ordered pairs, 12 have $|\mathbf n_i+\mathbf n_j|=1$, 6 have 2, 24 have $\sqrt2$ and 7 have 0. The mean is
$$\frac{12+12+24\sqrt2}{49}=1.182,\qquad \tfrac34\times1.182=0.887,$$
in units of $2\pi/L$. In these units the cutoff is $n_c=(3M/4\pi)^{1/3}$. The prefactor is $196/(9\pi^2)=2.2066$ hartree $=60.04$ eV. For $M=4169$, $n_c=9.98$, and the law gives
$$\frac{60.04}{4169}=0.01440\ \text{eV},\qquad 0.01440\left(1+\frac{0.887}{9.98}\right)=0.01568\ \text{eV}.$$

For comparison, the sums of (a) were evaluated term by term with Hartree-Fock denominators, for all cutoffs up to radius 48 in lattice units. The limit follows from a least-squares fit of $E_2(\infty)+n_c^{-3}(c_0+c_1/n_c+c_2/n_c^2)$ to the cutoffs from radius 12 upward, with each residual multiplied by $n_c^3$. It gives $E_2(\infty)=-18.6472$ eV for the whole cell. Errors relative to this limit, in eV:

| $M$ | full sum | $1/M$ term | two terms |
|---:|---:|---:|---:|
| 515 | 0.1528 | 0.1166 | 0.1374 |
| 4169 | 0.01609 | 0.01440 | 0.01568 |
| 33401 | 0.001889 | 0.001798 | 0.001877 |
| 267761 | 0.0002296 | 0.0002242 | 0.0002292 |

At $M=4169$ the $1/M$ term is 11% below the full error, and the two-term law 3% below. At $M=33401$ the deficits are 5% and 0.6%. Same-spin pairs then supply 0.17% of the error.

The fitted $c_0$ corresponds to a $1/M$ coefficient of 60.08 eV, within 0.1% of the derived one. The fitted $c_1/c_0$ is 0.852, 4% below 0.887; the cause of this difference was not tested.

The role of the gap shows when each occupied level is lowered by 10.52 eV, the magnitude of the (negative) potential that a point charge feels from its periodic images and the background, computed by an Ewald sum. The gap between the highest occupied and lowest virtual level rises from 9.59 to 20.11 eV, and $E_2(\infty)$ changes to $-11.10$ eV. At $r_s=2$ Å, with the same treatment, it is $-8.12$ eV. In both cases the fitted $1/M$ coefficient stays within 0.1% of 60.04 eV.

The second term also matters for extrapolation. If the error were proportional to $1/M$, two energies would fix the limit as $(M_2E_2(M_2)-M_1E_2(M_1))/(M_2-M_1)$. The deviation from the fitted limit follows by inserting the errors from the table:
$$\frac{33401\times0.001889-4169\times0.01609}{33401-4169}\ \text{eV}\approx-1.4\times10^{-4}\ \text{eV}.$$
The extrapolated energy is too low because $M$ times the error is not constant: it drops from 67.1 to 63.1 eV between the two cutoffs. Replacing $1/M$ by the two-term shape $(1+0.887/n_c)/M$ reduces the deviation to $-4.3\times10^{-5}$ eV. What remains comes from terms beyond $M^{-4/3}$.
